# The ordering of microcanonical, improved canonical and canonical variational rates: a numerical check

```python
"""
Result under test: for one common family of dividing surfaces,
    k(muVT) <= k(ICVT) <= k(CVT) <= k(TST).
N(E,s) counts bound-mode levels at or below energy E on surface s.
CVT  : minimum over s of the Boltzmann integral of N(E,s).
muVT : Boltzmann integral of the minimum over s of N(E,s).
ICVT : as CVT, but the integral starts at E0, the highest value
       along s of the lowest level.
The integrals are multiplied by beta = 1/(kB T), giving pure numbers.
Model: V(x) = V0 sech(x)^2, two harmonic modes with x-dependent
frequencies, reactants at negative x; energies in cm^-1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.optimize import minimize_scalar

KB_CM = const.k / (const.h * const.c * 100.0)   # cm^-1 per K
BARRIER = 2500.0
LOOSE = np.array([300.0, 250.0])
TIGHT = np.array([1200.0, 1500.0])
SWITCH_CENTRE, SWITCH_STEEPNESS = 0.8, 4.0
MASS_U = 10.0


def potential(x):
    return BARRIER / np.cosh(x)**2


def frequencies(x):
    f = 1.0 / (1.0 + np.exp(-SWITCH_STEEPNESS * (x - SWITCH_CENTRE)))
    return [a + (b - a) * f for a, b in zip(LOOSE, TIGHT)]


def harmonic_levels(v, w1, w2, n1max=56, n2max=66):
    """Levels labelled by quantum numbers; one row per surface."""
    n1, n2 = np.meshgrid(np.arange(n1max), np.arange(n2max),
                         indexing="ij")
    n1, n2 = n1.ravel() + 0.5, n2.ravel() + 0.5
    return v[:, None] + w1[:, None] * n1 + w2[:, None] * n2


def sums_from_levels(ordered, beta):
    """CVT, ICVT, muVT sums and the CVT and ICVT surface indices."""
    threshold = ordered[:, 0].max()
    canonical = np.exp(-beta * ordered).sum(axis=1)
    improved = np.exp(-beta * np.maximum(ordered, threshold)).sum(axis=1)
    micro = np.exp(-beta * ordered.max(axis=0)).sum()
    return (canonical.min(), improved.min(), micro,
            canonical.argmin(), improved.argmin())


def sums_from_counts(levels, beta):
    """Same three quantities by exact integration of step functions."""
    edges = np.unique(levels)
    counts = np.array([np.searchsorted(np.sort(row), edges, side="right")
                       for row in levels])
    boltz = np.exp(-beta * edges)
    weights = boltz - np.append(boltz[1:], 0.0)
    lowest = counts.min(axis=0)
    is_open = lowest > 0
    return ((counts @ weights).min(),
            (counts[:, is_open] @ weights[is_open]).min(),
            lowest @ weights)


# One-way flux per level and relative translational partition function
for mass_u in (1.0, MASS_U):
    for temp in (300.0, 1000.0):
        mass = mass_u * const.atomic_mass
        kt = const.k * temp
        p = np.linspace(0.0, 12.0 * np.sqrt(mass * kt), 4001)
        gauss = np.exp(-p**2 / (2.0 * mass * kt))
        flux = simpson(p / mass * gauss, x=p) / const.h
        phi = 2.0 * simpson(gauss, x=p) / const.h
        assert abs(flux / (kt / const.h) - 1.0) < 1e-8
        exact_phi = np.sqrt(2.0 * np.pi * mass * kt) / const.h
        assert abs(phi / exact_phi - 1.0) < 1e-8

# Random level families, with many crossings between labelled levels
rng = np.random.default_rng(12)
trials = 500
for _ in range(trials):
    family = rng.uniform(0.0, 5.0, size=(6, 8))
    beta = rng.uniform(0.2, 3.0)
    counted = sums_from_counts(family, beta)
    summed = sums_from_levels(np.sort(family, axis=1), beta)[:3]
    assert np.allclose(counted, summed, rtol=1e-10, atol=0.0)
    assert counted[2] <= counted[1] * (1.0 + 1e-12)
    assert counted[1] <= counted[0] * (1.0 + 1e-12)
    labelled = np.exp(-beta * family.max(axis=0)).sum()
    assert labelled <= counted[2] * (1.0 + 1e-12)

# Model reaction
x = np.linspace(-1.0, 3.0, 2001)
saddle = np.abs(x).argmin()
levels = harmonic_levels(potential(x), *frequencies(x))
label_tops = levels.max(axis=0)
levels.sort(axis=1)
tops = levels.max(axis=0)
top_positions = levels[:, :50].argmax(axis=0)
assert top_positions.min() > 0 and top_positions.max() < len(x) - 1
top_index = levels[:, 0].argmax()
e0 = levels[top_index, 0]

print(f"Barrier V0: {BARRIER:.0f} cm^-1")
print(f"Loose frequencies: {LOOSE[0]:.0f}, {LOOSE[1]:.0f} cm^-1")
print(f"Tight frequencies: {TIGHT[0]:.0f}, {TIGHT[1]:.0f} cm^-1")
print(f"Frequency switch: centre x = {SWITCH_CENTRE:.1f}, "
      f"steepness {SWITCH_STEEPNESS:.1f} (dimensionless)")
print(f"Relative-motion mass: {MASS_U:.0f} u")
print(f"Lowest level at saddle x=0: {levels[saddle, 0]:.1f} cm^-1")
to_kj = const.h * const.c * 100.0 * const.N_A / 1000.0
print(f"Threshold E0: {e0:.1f} cm^-1 = {e0 * to_kj:.2f} kJ/mol, "
      f"at x = {x[top_index]:.3f}")
print("S below = level sum times exp(E0/kT), dimensionless")


def closed_log_sum(position, beta):
    w = np.array(frequencies(position))
    return (-beta * potential(position)
            - np.log(2.0 * np.sinh(0.5 * beta * w)).sum())


largest_grid_change = 0.0
for temp in (300.0, 600.0, 1000.0):
    beta = 1.0 / (KB_CM * temp)
    result = sums_from_levels(levels, beta)
    cvt, icvt, micro, i_cvt, i_icvt = result
    tst = np.exp(-beta * levels[saddle]).sum()
    assert micro <= icvt * (1.0 + 1e-12)
    assert icvt <= cvt * (1.0 + 1e-12)
    assert cvt <= tst * (1.0 + 1e-12)
    if i_cvt != top_index:
        assert icvt < cvt
    assert 0 < i_cvt < len(x) - 1 and 0 < i_icvt < len(x) - 1

    # Closed harmonic partition functions, continuous minimization
    assert abs(np.exp(closed_log_sum(x[saddle], beta)) / tst - 1) < 1e-6
    best = minimize_scalar(closed_log_sum, args=(beta,), method="bounded",
                           bounds=(x[i_cvt] - 0.05, x[i_cvt] + 0.05))
    assert abs(np.exp(best.fun) / cvt - 1.0) < 1e-4

    # Definition by counting, on a coarser family of surfaces
    subset = levels[::50]
    assert np.allclose(sums_from_counts(subset, beta),
                       sums_from_levels(subset, beta)[:3],
                       rtol=1e-8, atol=0.0)

    # Convergence with the spacing of surfaces
    coarse = sums_from_levels(levels[::2], beta)[:3]
    change = np.max(np.abs(np.array(coarse) / result[:3] - 1.0))
    largest_grid_change = max(largest_grid_change, change)
    assert change < 2e-3

    kt = const.k * temp
    mass = MASS_U * const.atomic_mass
    q_vib = np.prod(1.0 / (2.0 * np.sinh(0.5 * beta * LOOSE)))
    speed = 100.0 * np.sqrt(kt / (2.0 * np.pi * mass))
    print(f"T = {temp:.0f} K: kT = {1/beta:.2f} cm^-1, "
          f"reactant Qvib = {q_vib:.4f}")
    print(f"  flux speed sqrt(kT/(2 pi mass)) = {speed:.4e} cm/s")
    print(f"  x(CVT) = {x[i_cvt]:.3f}, x(ICVT) = {x[i_icvt]:.3f}")
    for name, value in (("TST", tst), ("CVT", cvt),
                        ("ICVT", icvt), ("muVT", micro)):
        print(f"  {name:4s}: S = {value*np.exp(beta*e0):.4f}, "
              f"k = {speed*value/q_vib:.4e} cm/s, "
              f"k/k(muVT) = {value/micro:.4f}")

# Details at the last temperature, 1000 K
print("Levels at 1000 K in cm^-1: rank, at x(CVT), "
      "lifted at x(ICVT), maximum, x of maximum")
for j in range(5):
    lifted = max(levels[i_icvt, j], e0)
    assert lifted <= tops[j] + 1e-9
    print(f"  {j+1}: {levels[i_cvt, j]:.1f}, {lifted:.1f}, "
          f"{tops[j]:.1f}, {x[top_positions[j]]:.3f}")

# Flux below threshold at the CVT surface: direct energy integral
cells = 200000
width = e0 / cells
energy = (np.arange(cells) + 0.5) * width
number = np.searchsorted(levels[i_cvt], energy, side="right")
below = beta * width * np.sum(number * np.exp(-beta * energy))
cut_same = np.exp(-beta * np.maximum(levels[i_cvt], e0)).sum()
assert abs(below - (cvt - cut_same)) < 1e-4 * cvt
print(f"CVT flux below E0 at 1000 K: {100*below/cvt:.2f} %")
print(f"S after cut at E0, surface kept at x(CVT), 1000 K: "
      f"{cut_same*np.exp(beta*e0):.4f}")

# Following quantum-number labels through level crossings
labelled = np.exp(-beta * label_tops).sum()
assert labelled < micro * (1.0 - 1e-4)
print(f"Labelled-level sum / muVT sum at 1000 K: {labelled/micro:.4f}")

# Low-temperature limit
cold = 50.0
beta_cold = 1.0 / (KB_CM * cold)
cold_sums = np.array(sums_from_levels(levels, beta_cold)[:3])
cold_scaled = cold_sums * np.exp(beta_cold * e0)
assert np.all(np.abs(cold_scaled - 1.0) < 2e-3)
print(f"S at {cold:.0f} K (CVT, ICVT, muVT): "
      + ", ".join(f"{value:.6f}" for value in cold_scaled))

# Constant frequencies: equality, and failure of a higher cutoff
x_flat = x[::10]
flat = harmonic_levels(potential(x_flat),
                       np.full_like(x_flat, LOOSE[0]),
                       np.full_like(x_flat, LOOSE[1]))
flat_counts = np.array(sums_from_counts(flat, beta))
assert np.allclose(flat_counts, flat_counts[0], rtol=1e-8, atol=0.0)
flat_e0 = flat.min(axis=1).max()
excess = 50.0
too_high = np.exp(-beta * np.maximum(flat, flat_e0 + excess))
too_high = too_high.sum(axis=1).min()
assert too_high < flat_counts[2] * (1.0 - 1e-4)
print(f"Constant frequencies, 1000 K: CVT/muVT = "
      f"{flat_counts[0]/flat_counts[2]:.6f}")
print(f"Same case, cutoff E0 + {excess:.0f} cm^-1: sum/muVT = "
      f"{too_high/flat_counts[2]:.4f}")
print(f"Random level families tested: {trials}")
print(f"Largest relative change on doubling x spacing: "
      f"{largest_grid_change:.1e}")
print("every check passed")
```

Output:

```
Barrier V0: 2500 cm^-1
Loose frequencies: 300, 250 cm^-1
Tight frequencies: 1200, 1500 cm^-1
Frequency switch: centre x = 0.8, steepness 4.0 (dimensionless)
Relative-motion mass: 10 u
Lowest level at saddle x=0: 2817.1 cm^-1
Threshold E0: 2820.1 cm^-1 = 33.74 kJ/mol, at x = 0.038
S below = level sum times exp(E0/kT), dimensionless
T = 300 K: kT = 208.51 cm^-1, reactant Qvib = 0.5019
  flux speed sqrt(kT/(2 pi mass)) = 1.9925e+04 cm/s
  x(CVT) = 0.062, x(ICVT) = 0.124
  TST : S = 1.6657, k = 8.8413e-02 cm/s, k/k(muVT) = 1.2145
  CVT : S = 1.6037, k = 8.5122e-02 cm/s, k/k(muVT) = 1.1693
  ICVT: S = 1.5818, k = 8.3960e-02 cm/s, k/k(muVT) = 1.1533
  muVT: S = 1.3715, k = 7.2798e-02 cm/s, k/k(muVT) = 1.0000
T = 600 K: kT = 417.02 cm^-1, reactant Qvib = 2.2359
  flux speed sqrt(kT/(2 pi mass)) = 2.8178e+04 cm/s
  x(CVT) = 0.140, x(ICVT) = 1.178
  TST : S = 3.5629, k = 5.1922e+01 cm/s, k/k(muVT) = 1.8241
  CVT : S = 3.3123, k = 4.8270e+01 cm/s, k/k(muVT) = 1.6958
  ICVT: S = 2.1736, k = 3.1676e+01 cm/s, k/k(muVT) = 1.1128
  muVT: S = 1.9532, k = 2.8465e+01 cm/s, k/k(muVT) = 1.0000
T = 1000 K: kT = 695.03 cm^-1, reactant Qvib = 6.3569
  flux speed sqrt(kT/(2 pi mass)) = 3.6377e+04 cm/s
  x(CVT) = 0.920, x(ICVT) = 1.258
  TST : S = 7.5077, k = 7.4292e+02 cm/s, k/k(muVT) = 2.8224
  CVT : S = 5.0073, k = 4.9549e+02 cm/s, k/k(muVT) = 1.8824
  ICVT: S = 2.8630, k = 2.8330e+02 cm/s, k/k(muVT) = 1.0763
  muVT: S = 2.6601, k = 2.6322e+02 cm/s, k/k(muVT) = 1.0000
Levels at 1000 K in cm^-1: rank, at x(CVT), lifted at x(ICVT), maximum, x of maximum
  1: 2121.8, 2820.1, 2820.1, 0.038
  2: 2977.7, 2969.0, 3133.5, 0.104
  3: 3143.9, 3220.7, 3222.2, 1.216
  4: 3833.7, 4044.8, 4053.3, 1.350
  5: 3999.9, 4296.5, 4322.4, 1.416
CVT flux below E0 at 1000 K: 34.57 %
S after cut at E0, surface kept at x(CVT), 1000 K: 3.2761
Labelled-level sum / muVT sum at 1000 K: 0.9897
S at 50 K (CVT, ICVT, muVT): 1.000202, 1.000173, 1.000131
Constant frequencies, 1000 K: CVT/muVT = 1.000000
Same case, cutoff E0 + 50 cm^-1: sum/muVT = 0.9926
Random level families tested: 500
Largest relative change on doubling x spacing: 1.2e-05
every check passed
```
